# Scaled-particle cavitation free energy: from excluded volume to surface area

A continuum-solvation calculation needs a price for the hole in which the solute sits. The decision is whether to charge for the hole's volume, for its surface area, or for neither alone. For a spherical cavity of radius 0.30 nm in the model liquid below, an area law with the large-cavity surface tension overestimates the work by more than a factor of two if the area is that of the sphere kept free of solvent centres, and underestimates it if the area is that of the solute's own surface. The reason lies in how the work grows from a limit that can be solved exactly.

## 1. The cavity and its work

The liquid is uniform, with number density $\rho$ and temperature $T$. Its particles have hard cores of diameter $\sigma$: no two centres come closer than $\sigma$. They may also attract each other.

A cavity of radius $R$ is a sphere containing no particle **centres**. A hard spherical solute of radius $a$ therefore needs $R=a+\sigma/2$. Below, $V=4\pi R^3/3$, and "area" means $4\pi R^2$, both taken at $R$.

Let $P_0(R)$ be the probability that a sphere placed in the undisturbed liquid is empty. Forbidding centres in the sphere restricts the configuration integral to a fraction $P_0$ of its former value; the momentum factors do not change. The free energy rises by

$$W(R)=-kT\ln P_0(R).$$

This is the reversible work of making the cavity. Solute-solvent attraction and electrostatics are separate terms.

## 2. The simple case: room for one centre at most

Two points inside a sphere of radius $R$ are at most $2R$ apart. If $R\le\sigma/2$, the number $n$ of centres inside is therefore 0 or 1, apart from touching pairs of zero probability at $R=\sigma/2$. Its mean is then the probability of occupation:

$$\langle n\rangle=\rho V=1-P_0 .$$

Hence

$$W=-kT\ln\!\left(1-\tfrac{4\pi}{3}\rho R^3\right),\qquad R\le\sigma/2 .$$

The quantity $x=\rho V$ is the excluded fraction: spheres of radius $R$ drawn around all centres do not overlap, and they cover this fraction of space. Attractions do not alter the result at given $\rho$, because the argument used only uniformity and the hard core.

**Limit $R\to0$.** Since $-\ln(1-x)=x+x^2/2+\dots$, the work tends to $\rho kTV$, which is volume scaling. This is not pressure-volume work: the factor is the ideal-gas pressure $\rho kT$, not the liquid's pressure $P$.

A local exponent measures the scaling:

$$n_R=\frac{d\ln W}{d\ln R}=\frac{3x}{(1-x)[-\ln(1-x)]}=3\left(1+\frac{x}{2}+\dots\right).$$

It starts at 3 and first goes up. On this whole branch it exceeds 3: with $t=-\ln(1-x)>0$, the condition $n_R>3$ reads $1-e^{-t}>te^{-t}$, or $e^t>1+t$. The crossover to area scaling must happen at larger $R$.

## 3. Just beyond the simple case

Let $R=\sigma/2+\varepsilon$. Two centres now fit, but three do not until $R\ge\sigma/\sqrt3$. To see this, measure positions $\mathbf r_i$ from the cavity's middle:

$$3\sigma^2\le\sum_{i<j}|\mathbf r_i-\mathbf r_j|^2=3\sum_i r_i^2-\Big|\sum_i\mathbf r_i\Big|^2\le9R^2 .$$

For $n=0,1,2$ the expression $1-n+n(n-1)/2$ equals $1,0,0$. Averaging it gives

$$P_0=1-\rho V+\frac{\rho^2}{2}\iint g(r_{12})\,d^3r_1\,d^3r_2,$$

where $g$ is the pair distribution function, assumed finite and smooth just outside contact.

For a given separation vector of length $d$, the allowed positions of the pair fill the overlap of two spheres of radius $R$:

$$L(d)=2\int_{d/2}^{R}\pi(R^2-z^2)\,dz=\frac{\pi}{12}(4R+d)(2R-d)^2 .$$

Put $t=2R-d$, which runs from 0 to $2\varepsilon$. To leading order $4R+d=3\sigma$, so $L=\pi\sigma t^2/4$. The pair volume is

$$\int_\sigma^{2R}4\pi d^2L\,dd\simeq4\pi\sigma^2\,\frac{\pi\sigma}{4}\,\frac{(2\varepsilon)^3}{3}=\frac{8\pi^2}{3}\sigma^3\varepsilon^3 .$$

Quadrature at $\varepsilon=0.001\sigma$ gives a coefficient of 26.38, against the limit $8\pi^2/3=26.32$.

The correction starts at $\varepsilon^3$. Thus $W$, $W'$ and $W''$ are continuous at $R=\sigma/2$, while the third derivative jumps. The exact branch supplies three matching conditions.

## 4. Generalizing to any radius

Let $\rho G(R)$ be the density of centres at the surface of an empty cavity. Given an empty sphere, the next shell contains a centre with probability $4\pi R^2\rho G\,dR$. Therefore $P_0(R+dR)=P_0(R)(1-4\pi R^2\rho G\,dR)$, and

$$\frac{dW}{dR}=4\pi R^2\,\rho kT\,G(R).$$

So $\rho kTG$ is the pressure on the cavity wall. For a very large cavity it must approach $P$, which gives $W$ the leading term $PV$. A curved surface is expected to add terms in $R^2$, $R$ and a constant.

Scaled-particle theory assumes that these four terms suffice all the way down to $\sigma/2$. This is the approximation in the derivation.

Define

$$s=\frac{2R}{\sigma}-1,\qquad y=\frac{\pi\rho\sigma^3}{6},\qquad q=\frac{y}{1-y}.$$

A cubic in $R$ is a cubic in $s$. From $R=\sigma(1+s)/2$,

$$\frac{PV}{kT}=p(1+s)^3,\qquad p=\frac{\pi\sigma^3P}{6kT},$$

so the coefficient of $s^3$ is $p$. The $s^3$ term and its first two derivatives vanish at $s=0$. The other coefficients are then the Taylor coefficients of the exact branch, $f(s)=-\ln[1-y(1+s)^3]$:

$$f'(0)=\frac{3y}{1-y}=3q,$$

$$f''(0)=\frac{6y}{1-y}+\frac{9y^2}{(1-y)^2}=6q+9q^2 .$$

With half of $f''(0)$ multiplying $s^2$,

$$\boxed{\frac{W}{kT}=-\ln(1-y)+As+Bs^2+ps^3,\qquad R\ge\sigma/2}$$

$$A=3q,\qquad B=3q+\tfrac92q^2 .$$

## 5. A test case: hard spheres without attraction

Here the theory can supply its own pressure. A fixed hard sphere keeps other centres out of a sphere of radius $\sigma$, so $G(\sigma)=g(\sigma^+)$.

The virial equation for a pair potential $v(r)$ is

$$P=\rho kT-\frac{2\pi}{3}\rho^2\int r^3v'(r)g(r)\,dr .$$

Write $g=e^{-v/kT}Y$, with $Y$ continuous. Then $v'e^{-v/kT}=-kT\,d(e^{-v/kT})/dr=-kT\,\delta(r-\sigma)$ for hard spheres, and

$$Z\equiv\frac{P}{\rho kT}=1+\frac{2\pi}{3}\rho\sigma^3g(\sigma^+)=1+4yG(\sigma).$$

At $R=\sigma$ we have $s=1$, and $ds/dR=2/\sigma$. Also $p=yZ$ and $4\pi\rho\sigma^3=24y$, so

$$G(\sigma)=\frac{(2/\sigma)(A+2B+3yZ)}{4\pi\rho\sigma^2}=\frac{A+2B+3yZ}{12y}.$$

Using $A+2B=9q(1+q)=9y/(1-y)^2$, the virial relation becomes

$$Z=1+\frac{3y}{(1-y)^2}+yZ
\quad\Rightarrow\quad
Z=\frac{1+y+y^2}{(1-y)^3}.$$

There is a second road to the pressure. The chemical potential is $kT\ln\rho+W(\sigma)$ plus a function of $T$, so $dP=\rho\,d\mu$ requires $d(yZ)/dy=1+y\,d[W(\sigma)/kT]/dy$. The numerical check confirms this at three packing fractions.

A Monte Carlo simulation at $y=0.3$ counts empty spheres directly. At $R=\sigma/2$ it gives $P_0=0.6997$, against the exact 0.7. At $R=0.75\sigma$ it gives $W=1.667\,kT$, against 1.680 from the cubic; at $R=\sigma$, 4.985 against 4.970. The run uses 64 spheres per cell, and these last differences combine sampling error, the finite cell and the error of the cubic. At $R=\sigma$ they partly cancel: the sampling error is a few hundredths of $kT$, a cell of 216 spheres gives $4.89\pm0.03$, and the Carnahan–Starling equation of state gives 4.87 for the bulk fluid. The cubic is thus about $0.1\,kT$ (2%) too high there. It tests the cubic for hard spheres up to $R=\sigma$, not for attractive liquids or large cavities.

## 6. Low pressure: the area law appears

Attractions can hold a liquid together at a pressure far below $\rho kT$. In this model they enter through the chosen $\rho$ and $P$. First set $p=0$, and write $u=2R/\sigma=s+1$:

$$\frac{W}{kT}=Bu^2-(2B-A)u+\big[B-A-\ln(1-y)\big].$$

The leading term is $4BR^2/\sigma^2$. Equating $kT$ times this to $4\pi R^2\gamma$ gives

$$\gamma=\frac{kT}{\pi\sigma^2}\left(3q+\tfrac92q^2\right).$$

The linear term, relative to the leading one, is $-(2B-A)\sigma/(2BR)$. Calling this $-2\delta/R$,

$$W\simeq4\pi R^2\gamma\left(1-\frac{2\delta}{R}\right),\qquad
\delta=\frac{\sigma(2B-A)}{4B}=\frac{\sigma(1+3q)}{4(1+\frac32q)} .$$

The wall density restates the change in local terms; here it comes from the same cubic, not from a computed structure of an attractive liquid. Differentiating the area term gives $8\pi R\gamma$, hence $G\simeq2\gamma/(R\rho kT)$. On the exact branch $G=1/(1-x)$, so the liquid is denser than average at the wall. Around a large cavity it thins out roughly as $1/R$ as long as the area term dominates, and the work then grows nearly as $R^2$ instead of $R^3$. At finite pressure $G$ finally levels off at $P/(\rho kT)$.

### Numbers for a model liquid

Take round parameters: $\sigma=0.28$ nm, $\rho=33$ nm$^{-3}$, $T=300$ K and $P=0.1$ MPa. Then

$$y=\frac{\pi(33)(0.28)^3}{6}=0.379,\qquad q=\frac{0.379}{0.621}=0.611,$$

$$A=3(0.611)=1.83,\qquad B=1.83+4.5(0.611)^2=3.51 .$$

With $kT=4.142\times10^{-21}$ J,

$$\gamma=\frac{(4.142\times10^{-21})(3.51)}{\pi(0.28\times10^{-9})^2}\ \text{J/m}^2\simeq59\ \text{mN/m},$$

$$\delta=\frac{0.28(1+1.83)}{4(1+0.917)}\simeq0.103\ \text{nm}.$$

This $\gamma$ is a prediction of the model, not a measured tension. It depends strongly on $\sigma$, running from 46 mN/m at 0.265 nm to 72 mN/m at 0.29 nm. With the densities of water and fixed $\sigma$ it rises from 57 to 68 mN/m between 280 and 370 K, while the surface tension of water falls from 75 to about 59 mN/m, so for a real liquid the large-cavity $\gamma$ should not be taken from this formula. The full formula, including pressure, gives:

| $R$ (nm) | $W/kT$ | $W/(\rho kTV)$ | $W$/area (mN/m) | $n_R$ |
|---|---|---|---|---|
| 0.05 | 0.0174 | 1.01 | 2.30 | 3.03 |
| 0.14 | 0.477 | 1.26 | 8.02 | 3.84 |
| 0.30 | 7.16 | 1.92 | 26.2 | 2.95 |
| 0.50 | 28.4 | 1.65 | 37.5 | 2.50 |
| 1 | 144 | 1.05 | 47.6 | 2.23 |
| 20 | $7.18\times10^4$ | 0.065 | 59.1 | 2.02 |
| 2000 | $1.53\times10^9$ | 0.0014 | 126 | 2.53 |

The exponent is 3.84 at $R=\sigma/2$ and is still rising there: at $s=0.1$ ($R=0.154$ nm), $n_R=u(A+2Bs)/(W/kT)=1.1(1.833+0.703)/0.695\simeq4.0$. It then falls through 3 at 0.289 nm and through 2.5 at 0.501 nm. The crossover is broad, and its location depends on the definition. Equating the two limiting laws, $\rho kTV=4\pi R^2\gamma$, gives another measure:

$$R_*=\frac{3\gamma}{\rho kT}\simeq1.30\ \text{nm}.$$

The near agreement with $\rho kTV$ at 1 nm does not show volume scaling there, since the exponent is already 2.23. The actual curve rises above the initial volume law and later crosses it.

Now return to the practical decision. At $R=0.30$ nm the work is $7.16\,kT$, or 17.9 kJ/mol. The initial volume law would give $7.16/1.92=3.7\,kT$. The area law would give $7.16\times59.1/26.2\simeq16\,kT$. With the area taken instead at the solute's radius $a=R-\sigma/2=0.16$ nm, the same $\gamma$ gives $4\pi a^2\gamma=Bs^2kT=3.51(1.143)^2kT\simeq4.6\,kT$, which is too low. Neither limit serves at this size, and the sign of the area law's error depends on the surface chosen.

The curvature correction alone does not repair the area law: it gives $59.1(1-0.207/0.30)\simeq18$ mN/m, against 26.2 from the full expression. The constant term is still needed. For a spherical cavity the whole polynomial costs hardly more to evaluate. An area coefficient fitted to small solutes is an effective parameter for their size range, not the large-cavity tension.

## 7. Finite pressure: volume returns

Restoring $PV$ at low pressure gives

$$W\simeq4\pi R^2\gamma\left[1-\frac{2\delta}{R}+\frac{RP}{3\gamma}\right].$$

When both corrections are small, differentiating the logarithm yields

$$n_R\simeq2+\frac{2\delta}{R}+\frac{RP}{3\gamma}.$$

The first correction falls with $R$ and the second rises. Setting the derivative $-2\delta/R^2+P/(3\gamma)$ to zero locates the minimum:

$$R_{\min}=\sqrt{\frac{6\delta\gamma}{P}},\qquad
n_{\min}\simeq2+2\sqrt{\frac{2\delta P}{3\gamma}} .$$

For the model liquid these give 19.2 nm and 2.022; the full formula gives 19.5 nm and 2.022. Area scaling is thus an intermediate regime, closely approached but not reached at finite pressure.

The pressure and area terms are equal at $R_P=3\gamma/P\simeq1770$ nm. Far beyond this, volume scaling returns, now with the true pressure $P$ in place of $\rho kT$. At $R=10^5$ nm the exponent is 2.98.

An area regime therefore requires $\delta\ll R\ll3\gamma/P$. The model liquid has room for it because $P/(\rho kT)=7.3\times10^{-4}$.

## 8. When the area regime is missing

Keep the same density but remove the attractions, so that the pressure is that of the hard-sphere fluid. The formula of section 5 gives $Z=6.37$ and $P=871$ MPa; it is itself approximate, and the more accurate Carnahan–Starling equation gives 6.14 and 839 MPa. Now $3\gamma/P\simeq0.20$ nm, which is less than one particle diameter, and the window has closed.

At such a pressure the choice of surface also matters. The $s^2$ and $s^3$ terms are respectively $4\pi a^2\gamma$ and $4\pi a^3P/3$ with $a=R-\sigma/2=\sigma s/2$, so $\gamma$ belongs to the surface of radius $a$. Referring everything to $R$ means expanding $p(u-1)^3$, whose quadratic part is $-3pu^2$. It changes the tension by

$$-\frac{3pkT}{\pi\sigma^2}=-\frac{P\sigma}{2},\qquad \gamma_R=\gamma-\frac{P\sigma}{2}.$$

At 0.1 MPa the shift is about 0.01 mN/m, which is negligible. For the hard-sphere fluid it is $-122$ mN/m, leaving $\gamma_R\simeq-63$ mN/m. The negative sign does not mean that the cavity forms spontaneously: $PV$ taken at $R$ has overcounted the work, and the area term compensates.

For large $R$ this gives $W\simeq PV[1+3\gamma_R/(PR)]$ and $n_R\simeq3-3\gamma_R/(PR)$, so the exponent approaches 3 from above. In a numerical scan from 0.02 to 300 nm it stays above 3. The direction of approach depends on the surface: measured against $a$, the exponent rises through 1.7, 2.4 and 2.8 at $a=0.1$, 0.3 and 1 nm and approaches 3 from below, with no plateau at 2. At this density the hard-sphere fluid passes from one volume law, with coefficient $\rho kT$, to another, with coefficient $P$, without an area law between them.

## Computed results

```
pair volume/(sigma^3 eps^3), eps=0.01 sigma: 26.9822
pair volume/(sigma^3 eps^3), eps=0.001 sigma: 26.3848
limit 8 pi^2/3: 26.3189
Monte Carlo: y=0.3, 64 spheres, 100 boxes, 400000 probe points
R/sigma=0.40: P0(MC)=0.84623, W/kT MC=0.1670, theory=0.1668
R/sigma=0.50: P0(MC)=0.69973, W/kT MC=0.3571, theory=0.3567
R/sigma=0.75: P0(MC)=0.18883, W/kT MC=1.6669, theory=1.6796
R/sigma=1.00: P0(MC)=0.00684, W/kT MC=4.9846, theory=4.9704
Example: sigma=0.28 nm, rho=33.0 nm^-3, T=300.0 K, P=0.1 MPa
kT = 4.1419 zJ
packing fraction y = 0.3793, q = 0.6111
coefficients of W/kT: s^0 0.4769, s^1 1.8333, s^2 3.5137, s^3 2.775e-04
P/(rho kT) = 7.316e-04
gamma = 59.09 mN/m, delta = 0.1035 nm
R (nm) | W/kT | W/(rho kT V) | W/area (mN/m) | exponent n
0.05 | 0.01743 | 1.009 | 2.298 | 3.0263
0.1 | 0.14877 | 1.076 | 4.903 | 3.2346
0.14 | 0.47691 | 1.257 | 8.02 | 3.8441
0.2 | 1.908 | 1.725 | 15.72 | 3.6277
0.3 | 7.1619 | 1.919 | 26.23 | 2.9519
0.5 | 28.429 | 1.645 | 37.48 | 2.5011
1 | 144.39 | 1.045 | 47.59 | 2.2277
2 | 645.69 | 0.5839 | 53.21 | 2.1095
5 | 4310.1 | 0.2494 | 56.82 | 2.0450
20 | 71761 | 0.06489 | 59.13 | 2.0216
100 | 1.8897e+06 | 0.01367 | 62.29 | 2.0555
2000 | 1.5259e+09 | 0.00138 | 125.7 | 2.5303
100000 | 1.0292e+14 | 0.0007446 | 3392 | 2.9826
W at R=0.30 nm = 17.86 kJ/mol
exponent at R=sigma/2: 3.8441
exponent falls through 3 at R = 0.2890 nm
exponent falls through 2.5 at R = 0.5009 nm
rho kT V equals gamma*area at R = 1.297 nm
lowest exponent 2.0215 at R = 19.45 nm
estimate: 2.0216 at R = 19.15 nm
PV equals gamma*area at R = 1772.7 nm
hard-sphere fluid, same density: Z = 6.3696, P = 870.6 MPa
hard-sphere tension referred to R: -62.80 mN/m
hard-sphere lowest exponent, 0.02 to 300 nm: 3.00072
```
